# Velocity Spread of Equal-Mass Ions Drifting in a Cold Gas

## Problem

Singly charged ions of mass $m$ drift through a gas of particles of the same mass. A uniform, steady field $F$ points along $z$. The gas particles are at rest before they are struck. Collisions are elastic, isotropic in the centre-of-mass frame, and occur at a frequency $\nu$ that does not depend on the ion's speed. The ions are too dilute to affect one another, and no boundary is near.

**(a)** Find the steady drift velocity $v_d=\langle v_z\rangle$ and show that

$$
\langle v_z^2\rangle-v_d^2=\tfrac59 v_d^2,\qquad
\langle v_x^2\rangle=\langle v_y^2\rangle=\tfrac29 v_d^2 .
$$

**(b)** Ions start from rest. How do their mean velocity and mean energy approach the steady state?

**(c)** Generalize (a) first to a gas of temperature $T$, then to anisotropic scattering in a cold gas.

**(d)** Apply the model to Si$^+$ in nitrogen at 0.1 Torr, 300 K and 6 V/cm. Take the common mass as 28.0 u and the N$_2$ polarizability as a rough 1.7 Å$^3$. Estimate how far the neglected effects move the two variance ratios.

The algebra uses atomic units, so the ion charge is 1 and the acceleration is $a=F/m$. Angle brackets denote an average over ions; an overbar denotes an average over the outcomes of one collision.

## Solution

### (a) The steady moments

**One collision.** An ion of velocity $\mathbf v$ strikes a particle of equal mass at rest. The centre of mass moves at $\mathbf v/2$, before and after. The relative velocity is $\mathbf v$ before the collision. An elastic collision keeps its magnitude $v$ and turns it to a new direction $\mathbf n$, a unit vector. With equal masses the ion carries half the relative velocity in the centre-of-mass frame, so

$$
\mathbf v'=\frac{\mathbf v}{2}+\frac{v}{2}\,\mathbf n. \tag{1}
$$

Isotropy refers to $\mathbf n$. In the laboratory frame the outgoing ions are not isotropic, because the term $\mathbf v/2$ survives. For uniformly distributed $\mathbf n$,

$$
\overline{n_i}=0,\qquad \overline{n_in_j}=\tfrac13\delta_{ij}. \tag{2}
$$

The second relation holds because the three diagonal averages are equal and sum to $\overline{\mathbf n^2}=1$, while the off-diagonal ones vanish by reflection.

**The balance equation.** Let $\phi(\mathbf v)$ be any polynomial in the velocity. During a short time $dt$ the field changes $\phi$ by $a\,dt\,\partial\phi/\partial v_z$. With probability $\nu\,dt$ a collision replaces $\phi(\mathbf v)$ by $\phi(\mathbf v')$. Averaging both changes gives

$$
\frac{d\langle\phi\rangle}{dt}
=a\left\langle\frac{\partial\phi}{\partial v_z}\right\rangle
-\nu\left\langle\phi-\overline{\phi'}\right\rangle . \tag{3}
$$

Since $\nu$ is constant, it stands outside the average. If it depended on speed, the equation for $\langle v_z\rangle$ would contain $\langle\nu(v)v_z\rangle$, a different moment, and the equations below would not close.

**Momentum.** Take $\phi=v_z$. Equations (1) and (2) give $\overline{v_z'}=v_z/2$: a collision removes half the momentum on average. In the steady state

$$
0=a-\frac{\nu}{2}v_d
\quad\Longrightarrow\quad
v_d=\frac{2a}{\nu}. \tag{4}
$$

**Energy.** Take $\phi=v^2$. Squaring (1),

$$
v'^2=\frac{v^2}{4}+\frac{v}{2}\,\mathbf v\cdot\mathbf n+\frac{v^2}{4},
\qquad \overline{v'^2}=\frac{v^2}{2}.
$$

The field term is $a\langle 2v_z\rangle=2av_d$. Hence

$$
2av_d=\frac{\nu}{2}\langle v^2\rangle
\quad\Longrightarrow\quad
\langle v^2\rangle=\frac{4a}{\nu}v_d=2v_d^2, \tag{5}
$$

where (4) was used in the form $2a/\nu=v_d$. Half of the mean kinetic energy therefore belongs to the drift and half to the random motion about it.

**Longitudinal second moment.** Take $\phi=v_z^2$. From (1),

$$
v_z'^2=\frac{v_z^2}{4}+\frac{v\,v_z n_z}{2}+\frac{v^2n_z^2}{4},
\qquad
\overline{v_z'^2}=\frac{v_z^2}{4}+\frac{v^2}{12}. \tag{6}
$$

The last term is the energy that scattering returns to the $z$ direction. The balance is

$$
2av_d=\nu\left(\frac34\langle v_z^2\rangle-\frac1{12}\langle v^2\rangle\right).
$$

Divide by $\nu$, replace $2a/\nu$ by $v_d$, and insert (5):

$$
v_d^2=\frac34\langle v_z^2\rangle-\frac{v_d^2}{6}
\quad\Longrightarrow\quad
\langle v_z^2\rangle=\frac43\cdot\frac76\,v_d^2=\frac{14}{9}v_d^2 .
$$

Subtracting the square of the mean gives the longitudinal result:

$$
\langle v_z^2\rangle-v_d^2=\frac59v_d^2. \tag{7}
$$

**Transverse moments.** The field singles out only $z$, so the $x$ and $y$ moments are equal and the transverse means vanish. Thus

$$
\langle v_x^2\rangle=\langle v_y^2\rangle
=\frac12\left(2-\frac{14}{9}\right)v_d^2=\frac29v_d^2. \tag{8}
$$

The three variances sum to $v_d^2$, as (5) requires. The field feeds energy into $z$ motion alone, and transverse motion arises by scattering. For isotropic scattering the longitudinal spread is the larger; part (c) shows how this depends on the angular distribution. The velocity distribution itself was never needed. Unequal variances do show that it is not a Maxwellian displaced by $v_d$.

### (b) Approach to the steady state

Keep the time derivative in (3). The mean velocity $u=\langle v_z\rangle$ obeys

$$
\frac{du}{dt}=a-\frac{\nu}{2}u,
\qquad
u=v_d\left(1-e^{-\nu t/2}\right)
$$

for ions that start from rest. Put $\tau=\nu t/2$. The energy equation $d\langle v^2\rangle/dt=2au-(\nu/2)\langle v^2\rangle$, divided by $\nu/2$, becomes

$$
\frac{d\langle v^2\rangle}{d\tau}+\langle v^2\rangle
=2v_d^2\left(1-e^{-\tau}\right).
$$

Multiplying by $e^\tau$ makes the left side the derivative of $e^\tau\langle v^2\rangle$. Integration from zero gives $e^\tau\langle v^2\rangle=2v_d^2(e^\tau-1-\tau)$, or

$$
\langle v^2\rangle=2v_d^2\left[1-(1+\tau)e^{-\tau}\right].
$$

The energy lags behind the velocity because the heating term $2au$ must itself build up. A useful distance scale is

$$
\ell=\frac{2v_d}{\nu}. \tag{9}
$$

The ratios 5/9 and 2/9 are approached slowly on this scale. For ions released from rest in a cold gas, the ratios for the ions present at a given position, formed with their local mean velocity, are still about 15% low after five lengths and 5–6% low after nine. Ions counted as they cross a plane are weighted by $v_z$ and have different ratios, even in the steady state. The field and gas density must hardly change over the distance needed.

### (c) Warm gas and anisotropic scattering

**Warm gas.** Let the struck particle have velocity $\mathbf V$, with zero mean and variance $w^2=k_BT/m$ along each axis. For constant collision frequency, every gas particle is an equally likely partner whatever its velocity, so no weighting by relative speed enters. The centre-of-mass velocity is now $(\mathbf v+\mathbf V)/2$ and the relative speed is $|\mathbf v-\mathbf V|$:

$$
\mathbf v'=\frac{\mathbf v+\mathbf V}{2}+\frac{|\mathbf v-\mathbf V|}{2}\mathbf n .
$$

Averaging over $\mathbf n$ and $\mathbf V$ removes the terms in $\mathbf v\cdot\mathbf V$ and leaves

$$
\overline{v_z'}=\frac{v_z}{2},\qquad
\overline{v'^2}=\frac{v^2+3w^2}{2},
$$

$$
\overline{v_z'^2}=\frac{v_z^2+w^2}{4}+\frac{v^2+3w^2}{12}
=\frac{v_z^2}{4}+\frac{v^2}{12}+\frac{w^2}{2}.
$$

The drift velocity is unchanged. The energy balance gives $\langle v^2\rangle=2v_d^2+3w^2$. The longitudinal balance is then

$$
v_d^2=\frac34\langle v_z^2\rangle-\frac{2v_d^2+3w^2}{12}-\frac{w^2}{2},
$$

so $\langle v_z^2\rangle=\frac{14}{9}v_d^2+w^2$. The longitudinal variance is $\frac59v_d^2+w^2$, and half the remainder of $\langle v^2\rangle$ gives the transverse variance $\frac29v_d^2+w^2$. Within this model the gas temperature simply adds. "Cold" means $k_BT\ll\frac29mv_d^2$, the stricter of the two conditions.

**Anisotropic scattering.** Return to a cold gas. Let $\chi$ be the angle between $\mathbf n$ and $\mathbf v$, with a distribution independent of speed, and define

$$
q=\overline{1-\cos\chi},\qquad s=\overline{\sin^2\chi}.
$$

Averaging over azimuth about $\mathbf v$ gives $v\,\overline{n_z}=(1-q)v_z$ and

$$
v^2\overline{n_z^2}=(1-s)v_z^2+\frac s2\left(v^2-v_z^2\right).
$$

Insert these into the squares of (1):

$$
\overline{v_z'}=\left(1-\frac q2\right)v_z,\qquad
\overline{v'^2}=\left(1-\frac q2\right)v^2,
$$

$$
\overline{v_z'^2}=\left(1-\frac q2-\frac{3s}{8}\right)v_z^2+\frac s8v^2 .
$$

The first two balances give $v_d=2a/(\nu q)$ and again $\langle v^2\rangle=2v_d^2$. In the third, $2av_d/\nu=qv_d^2$, so

$$
qv_d^2=\left(\frac q2+\frac{3s}{8}\right)\langle v_z^2\rangle-\frac s4v_d^2,
\qquad
\langle v_z^2\rangle=\frac{8q+2s}{4q+3s}v_d^2 .
$$

Let $L$ and $T_\perp$ be the longitudinal and transverse variances divided by $v_d^2$. Then

$$
L=\frac{4q-s}{4q+3s},\qquad T_\perp=\frac{2s}{4q+3s}. \tag{10}
$$

Isotropic scattering has $q=1$, $s=2/3$ and restores 5/9 and 2/9. Pure backward scattering has $q=2$, $s=0$, hence $L=1$ and $T_\perp=0$: each collision stops the ion, which never leaves the field axis. This idealizes resonant charge exchange between an ion and its parent gas, where the new ion starts from rest. If half the collisions are of this kind and half are isotropic, $q=3/2$ and $s=1/3$, giving $L=0.810$ and $T_\perp=0.095$. The isotropic result should therefore not be carried over to ions in their parent gas when charge exchange is important.

### (d) Si$^+$ in nitrogen

**Collision frequency.** At large distance $r$ the ion polarizes the molecule. The attraction is $-\alpha/(2r^4)$, where $\alpha$ is the polarizability. For relative speed $g$, reduced mass $\mu=m/2$ and impact parameter $b$, the energy is $E=\mu g^2/2$ and the effective radial potential is

$$
U(r)=\frac{Eb^2}{r^2}-\frac{\alpha}{2r^4}.
$$

Setting $dU/dr=0$ gives $r^2=\alpha/(Eb^2)$ and a barrier height $E^2b^4/(2\alpha)$. The ion is captured if $E$ exceeds this height, that is, if $b<b_c$ with $b_c^4=2\alpha/E=4\alpha/(\mu g^2)$. The capture rate coefficient is

$$
k_c=g\pi b_c^2=2\pi\sqrt{\alpha/\mu},
$$

which is independent of speed. Here it equals $8.16\times10^{-10}$ cm$^3$/s.

Momentum transfer also includes distant deflections. With $\beta=b/b_c$ and $\eta=b/r$, the classical deflection is

$$
\chi=\pi-2\int_0^{\eta_0}\frac{d\eta}{\sqrt{1-\eta^2+\eta^4/(4\beta^4)}} .
$$

For $\beta>1$, $\eta_0$ is the first zero of the root. For $\beta<1$ the ion spirals in, is taken to be reflected at the centre, and $\eta_0=\infty$. Writing this integral as a complete elliptic integral and integrating numerically over $\beta$ gives

$$
\int_0^\infty(1-\cos\chi)\,2\beta\,d\beta=1.105,\qquad
\int_0^\infty\sin^2\chi\;2\beta\,d\beta=0.770 .
$$

The first number multiplies $k_c$ in the momentum-transfer rate. An isotropic model has $q=1$, so it loses momentum at the same rate if

$$
\nu=(3.22\times10^{15})(8.16\times10^{-10})(1.105)
=2.90\times10^6\ \text{s}^{-1},
$$

where the first factor is the gas density $p/(k_BT)$ in cm$^{-3}$.

**Drift and spread.** The acceleration is $2.07\times10^9$ m/s$^2$, so (4) gives

$$
v_d=\frac{2(2.07\times10^9)}{2.90\times10^6}
\approx1.42\times10^3\ \text{m/s}.
$$

The root-mean-square spreads are $\sqrt{5/9}\,v_d\approx1060$ m/s along the field and $\sqrt{2/9}\,v_d\approx670$ m/s along each transverse axis. Expressed as temperatures, $m$ times the variance divided by $k_B$, they are about 3800 K (0.33 eV) and 1500 K (0.13 eV). These describe variances, not thermal equilibrium.

**Neglected effects.** Each is estimated separately, with $v_d$ held fixed when ratios are compared. The estimates are not meant to be added.

*Gas temperature.* At 300 K, $k_BT/(mv_d^2)=0.044$. The ratios rise to $L=0.599$ and $T_\perp=0.266$, by 8% and 20% of their cold values. The directional temperatures become about 4100 K and 1800 K.

*Angular distribution.* Only the ratio $s/q$ matters in (10), so the two integrals above may be used for $s$ and $q$. Polarization scattering with reflection at a point centre gives $L=0.542$ and $T_\perp=0.229$, close to the isotropic values. This closeness depends on the treatment of the captured ions. If they leave isotropically instead, the integrals become 1.207 and 0.927, so $L=0.513$ and $T_\perp=0.244$, changes of $-8\%$ and $+10\%$, and $\nu$ rises by 9%. A hard core of radius about 2 Å moves the ratios further in the same directions, roughly to $L=0.49$ and $T_\perp=0.25$ at the mean collision energy; (10) is then only indicative, because the angular distribution depends on speed.

*Unequal masses.* Let $x$ be the ion's share of the total mass and $y=1-x$. Then $\mathbf v'=x\mathbf v+yv\mathbf n$. The balances for $v_z$ and $v^2$ give $v_d=a/(\nu y)$ and, since $1-x^2-y^2=2xy$, $\langle v^2\rangle=v_d^2/x$. The longitudinal balance becomes

$$
2yv_d^2=(1-x^2)\langle v_z^2\rangle-\frac{y^2}{3x}v_d^2 .
$$

With the isotope-averaged masses 28.09 u for Si and 28.01 u for N$_2$, this gives $L=0.554$ and $T_\perp=0.221$. Each ion has an isotopic mass, however. For the abundant $^{28}$Si$^+$ (27.98 u) the ratios are 0.556 and 0.222, a negligible change. For the minor isotopes they fall to 0.539 and 0.214 ($^{29}$Si$^+$) and to 0.524 and 0.205 ($^{30}$Si$^+$).

*Molecular rotation.* Suppose each collision turns a fraction $\varepsilon$ of the relative energy into rotation. The relative speed afterwards is $\sqrt{1-\varepsilon}\,v$, so $\overline{v'^2}=(2-\varepsilon)v^2/4$. The drift velocity is unchanged, and

$$
\langle v^2\rangle=\frac{4v_d^2}{2+\varepsilon},\qquad
\langle v_z^2\rangle=\frac43\left[v_d^2+\frac{1-\varepsilon}{12}\langle v^2\rangle\right].
$$

A trial value $\varepsilon=0.1$, not a measured one, gives $L=0.524$ and $T_\perp=0.190$, reductions of 6% and 14%. Vibrational excitation is not estimated here, although the N$_2$ vibrational quantum, about 0.29 eV, is within reach of the faster collisions.

*Speed-dependent collision frequency.* The mean centre-of-mass energy is $\frac12\mu\langle v^2\rangle=\frac12mv_d^2=0.29$ eV. At this energy an ion at the capture threshold orbits at $b_c/\sqrt2=2.5$ Å, comparable to atomic dimensions. Short-range forces cannot be ignored there, and constant $\nu$ is only a rough approximation. They need not be repulsive: a rough small-basis density-functional estimate puts the end-on Si$^+$–N$_2$ attraction near 0.9 eV at this distance, against about 0.3 eV from polarization alone. A well deeper than the collision energy could also make the internal energy loss larger than the trial value used above. Hard spheres, with $\nu\propto v$, offer a contrasting case. Their moments do not close, so 40,000 ions were followed numerically through random flights and isotropic collisions in a cold gas. The result is $L\approx0.34$ and $T_\perp\approx0.22$. The longitudinal ratio falls by 38%, while the transverse one hardly changes. Hard spheres are a comparison, not a bound on the real ion.

**The real process.** Si$^+$ in nitrogen occurs in reactive sputtering of silicon nitride. The near-equality of masses is real, and charge transfer to N$_2$ is uphill by several eV for ground-state ions, well above the mean collision energy. Magnetron sputtering, however, can run at a few mTorr and in argon–nitrogen mixtures; the example of pure nitrogen at 0.1 Torr lies well above that pressure. Here (9) gives $\ell=0.98$ mm, so a uniform region 1 cm long contains about ten relaxation lengths. At fixed temperature and fixed ratio of field to gas density, $v_d$ is fixed and $\ell\propto1/p$. At 5 mTorr it would be about 20 mm, and an ion crossing 1 cm would not reach the steady state. The reduced field, $E/N\approx190$ Td, is high, but the total voltage is small: 6 V across 1 cm cannot give an electron starting from rest the roughly 16 eV needed to ionize N$_2$, so this field alone does not cause breakdown there. Among the neglected effects estimated in (d), the change from constant collision frequency to hard spheres moves the longitudinal ratio most.

All numerical values are calculated from the stated model.
